# Inverse Fourth-Power Scaling of the Polarizability of Hydrogen-Like Ions: test program

```python
"""
Result under test: the static polarizability volume of a one-electron ion in
its 1s state is alpha(Z) = 4.5 / Z**4 in units of a0^3 (nonrelativistic
electron, fixed point nucleus of charge Z).

Rydberg atomic units: hbar = 2m = e^2/2 = 1, energy in Ry, length in a0.
H = -Laplacian - 2Z/r + f z, where f is the force on the electron in Ry/a0.
Polarizability is defined by E(f) - E(0) = -(alpha/4) f^2 for small f.
The scaled force is g = f / Z^3.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre


def ion_on_grid(Z, inverse_mass=1.0, step=0.001, r_max=30.0):
    """1s properties from radial finite differences in unscaled r."""
    n = int(round(r_max / step))
    r = step * np.arange(1, n + 1)
    off = np.full(n - 1, -inverse_mass / step**2)
    diag_s = 2 * inverse_mass / step**2 - 2 * Z / r
    diag_p = diag_s + 2 * inverse_mass / r**2
    e_s, vec = eigh_tridiagonal(diag_s, off, select='i', select_range=(0, 0))
    e_p = eigh_tridiagonal(diag_p, off, eigvals_only=True,
                           select='i', select_range=(0, 0))
    u = vec[:, 0] / np.linalg.norm(vec[:, 0])
    bands = np.zeros((2, n))
    bands[0, 1:] = off
    bands[1] = diag_p - e_s[0]
    response = solveh_banded(bands, r * u)
    return {
        "energy": e_s[0],
        "gap": e_p[0] - e_s[0],
        "z2": np.sum(r**2 * u**2) / 3,
        "kinetic": e_s[0] + 2 * Z * np.sum(u**2 / r),
        "alpha": 4 / 3 * np.dot(r * u, response),
    }


def ion_in_field(Z, f, beta=2.0, n_rad=14, l_max=4):
    """Lowest energy and mean z in a finite field; basis independent of Z."""
    x, w = roots_laguerre(40)
    r = x / (2 * beta)
    # The factor exp(-x/2) of each function is carried by the weights.
    values, slopes = [], []
    for l in range(l_max + 1):
        a = 2 * l + 2
        val, slo = [], []
        for k in range(n_rad):
            norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
            lag = eval_genlaguerre(k, a, x)
            dlag = -eval_genlaguerre(k - 1, a + 1, x) if k > 0 else 0 * x
            val.append(norm * x**(l + 1) * lag)
            slo.append(norm * 2 * beta * ((l + 1) * x**l * lag
                       - 0.5 * x**(l + 1) * lag + x**(l + 1) * dlag))
        values.append(np.array(val))
        slopes.append(np.array(slo))
    size = n_rad * (l_max + 1)
    h0 = np.zeros((size, size))
    zmat = np.zeros((size, size))
    for l in range(l_max + 1):
        here = slice(l * n_rad, (l + 1) * n_rad)
        v, s = values[l], slopes[l]
        h0[here, here] = ((s * w) @ s.T
                          + (v * w * (l * (l + 1) / r**2 - 2 * Z / r)) @ v.T)
        if l < l_max:
            there = slice((l + 1) * n_rad, (l + 2) * n_rad)
            angular = (l + 1) / np.sqrt((2 * l + 1) * (2 * l + 3))
            block = angular * (v * w * r) @ values[l + 1].T
            zmat[here, there] = block
            zmat[there, here] = block.T
    energy, vec = np.linalg.eigh(h0 + f * zmat)
    ground = vec[:, 0]
    return energy[0], ground @ zmat @ ground


# Exact first-order state: radial factor of cos(theta), without 1/sqrt(pi).
rho = sp.symbols('rho', positive=True)
first = -(rho / 2 + rho**2 / 4) * sp.exp(-rho)
left = (-sp.diff(rho**2 * sp.diff(first, rho), rho) / rho**2
        + 2 * first / rho**2 - 2 * first / rho + first)
assert sp.simplify(left + rho * sp.exp(-rho)) == 0
second_order = sp.Rational(4, 3) * sp.integrate(
    sp.expand(rho**3 * sp.exp(-rho) * first), (rho, 0, sp.oo))
alpha_one = float(-4 * second_order)
assert abs(alpha_one - 4.5) < 1e-12

# Scaling law against unscaled numerical solutions.
charges = [1, 2, 3, 14]
ions = {Z: ion_on_grid(Z) for Z in charges}
for Z in charges:
    ion = ions[Z]
    assert abs(ion["energy"] / (-Z**2) - 1) < 1e-3
    assert abs(ion["z2"] * Z**2 - 1) < 2e-3
    assert abs(ion["gap"] / (0.75 * Z**2) - 1) < 1e-3
    # Grid error grows as (Z * step)^2 and is largest for Z = 14.
    assert abs(ion["alpha"] * Z**4 / alpha_one - 1) < 2e-3
exponent = np.polyfit(np.log(charges),
                      np.log([ions[Z]["alpha"] for Z in charges]), 1)[0]
assert abs(exponent + 4) < 2e-3

# Finite-field energies: Z^2 times one function of f / Z^3.
g_test = 0.02
scaled_shift = {}
for Z in (1, 2, 3):
    e_zero, _ = ion_in_field(Z, 0.0)
    e_field, z_mean = ion_in_field(Z, g_test * Z**3)
    scaled_shift[Z] = (e_field - e_zero) / Z**2
    assert abs(z_mean * Z / (-alpha_one * g_test / 2) - 1) < 0.01
for Z in (2, 3):
    assert abs(scaled_shift[Z] / scaled_shift[1] - 1) < 1e-5
nonlinear = -4 * scaled_shift[1] / g_test**2 / alpha_one - 1
half_shift = ion_in_field(1, g_test / 2)[0] - ion_in_field(1, 0.0)[0]
nonlinear_half = -4 * half_shift / (g_test / 2)**2 / alpha_one - 1
assert 0 < nonlinear < 0.01
assert abs(nonlinear / nonlinear_half - 4) < 0.2

# Rigid cloud displaced by a small distance from a nucleus with Z = 1.
shift = 1e-3
rise = quad(lambda s: 8 * s**2 * np.exp(-2 * s) * (1 / s - 1 / shift),
            0, shift, epsabs=1e-16)[0]
spring = 2 * rise / shift**2
# The next term of the energy is cubic: relative error of order shift.
assert abs(spring / (8 / 3) - 1) < 3e-3
alpha_rigid = 2 / spring

# Variational lower bound with the trial response z * psi0, by quadrature.
overlap = quad(lambda s: 2 * s**4 * np.exp(-2 * s), 0, 40)[0]


def trial_energy_density(s):
    w = s**2 * np.exp(-s)
    dw = (2 * s - s**2) * np.exp(-s)
    return dw**2 + 2 * np.exp(-2 * s) * s**2 - 2 * s**3 * np.exp(-2 * s) + w**2


cost = quad(trial_energy_density, 0, 40)[0]
alpha_low = 4 / 3 * overlap**2 / cost
alpha_high = 4 * ions[1]["z2"] / ions[1]["gap"]
assert abs(alpha_low - 4) < 1e-6
assert abs(alpha_high - 16 / 3) < 1e-3
assert alpha_rigid < alpha_low < ions[1]["alpha"] < alpha_high

# Finite nuclear mass: kinetic factor and coupling of the relative coordinate.
heavier = ion_on_grid(1, inverse_mass=1.1)["alpha"] / ions[1]["alpha"]
assert abs(heavier - 1.1**3) < 1e-3
m, M, Zs, f, zc, zr = sp.symbols('m M Z f zc zr', positive=True)
z_electron = zc + M * zr / (M + m)
z_nucleus = zc - m * zr / (M + m)
coupling = sp.diff(f * z_electron - Zs * f * z_nucleus, zr)
assert sp.simplify(coupling - f * (1 + (Zs - 1) * m / (M + m))) == 0

# Worked example.
Z_si = 14
mass_number = 28
force = 0.004
a0 = const.physical_constants["Bohr radius"][0]
rydberg_ev = const.physical_constants["Rydberg constant times hc in eV"][0]
field_mv_cm = force * rydberg_ev / a0 / 1e8
cubic_angstrom = (a0 * 1e10)**3
alpha_si = alpha_one / Z_si**4
rest_ev = const.m_e * const.c**2 / const.e
v2_over_c2 = 2 * ions[Z_si]["kinetic"] * rydberg_ev / rest_ev
relativity = (Z_si * const.fine_structure)**2
assert abs(v2_over_c2 / relativity - 1) < 2e-3
nucleus = mass_number * const.atomic_mass - Z_si * const.m_e
ratio = const.m_e / nucleus
mass_effect = ((1 + ratio)**3
               * (1 + (Z_si - 1) * ratio / (1 + ratio))**2 - 1)
assert mass_effect < relativity

print("Polarizability from the exact first-order state")
print(f"second-order coefficient, Z=1: {float(second_order):.4f} a0^2/Ry")
print(f"alpha(1): {alpha_one:.4f} a0^3")
print(f"alpha(1) converted: {alpha_one * cubic_angstrom:.4f} angstrom^3")
print("Unscaled radial grid")
for Z in charges:
    ion = ions[Z]
    print(f"Z={Z}: rms z = {np.sqrt(ion['z2']):.4f} a0")
    print(f"Z={Z}: 1s-2p gap = {ion['gap']:.3f} Ry")
    print(f"Z={Z}: alpha = {ion['alpha']:.4e} a0^3")
    print(f"Z={Z}: formula alpha = {alpha_one / Z**4:.4e} a0^3")
print(f"fitted exponent of Z: {exponent:.4f} (dimensionless)")
print("Estimates for Z=1")
print(f"rigid-cloud spring constant: {spring:.3f} Ry/a0^2")
print(f"rigid-cloud alpha: {alpha_rigid:.3f} a0^3")
print(f"variational lower bound: {alpha_low:.3f} a0^3")
print(f"smallest-gap upper bound: {alpha_high:.3f} a0^3")
print("Finite field")
print(f"scaled force g: {g_test:.3f} Ry/a0")
for Z in (1, 2, 3):
    print(f"Z={Z}: energy shift / Z^2 = {scaled_shift[Z]:.6e} Ry")
print(f"nonlinear excess at g: {100 * nonlinear:.3f} percent")
print(f"nonlinear excess at g/2: {100 * nonlinear_half:.3f} percent")
print("Example: one-electron silicon ion, Z=14")
print(f"alpha converted: {alpha_si * cubic_angstrom:.4e} angstrom^3")
print(f"force f: {force:.3f} Ry/a0")
print(f"field converted: {field_mv_cm:.2f} MV/cm")
print(f"displacement size, Z=1: {alpha_one * force / 2:.3e} a0")
print(f"displacement size, Z=14: {alpha_si * force / 2:.3e} a0")
print(f"scaled force, Z=14: {force / Z_si**3:.3e} Ry/a0")
print(f"relativistic parameter, Z=14: {100 * relativity:.3f} percent")
print(f"nuclear mass number used: {mass_number} (dimensionless)")
print(f"nuclear-mass correction, Z=14: {100 * mass_effect:.4f} percent")
print("every check passed")
```

Running it gives:

```
Polarizability from the exact first-order state
second-order coefficient, Z=1: -1.1250 a0^2/Ry
alpha(1): 4.5000 a0^3
alpha(1) converted: 0.6668 angstrom^3
Unscaled radial grid
Z=1: rms z = 1.0000 a0
Z=1: 1s-2p gap = 0.750 Ry
Z=1: alpha = 4.5000e+00 a0^3
Z=1: formula alpha = 4.5000e+00 a0^3
Z=2: rms z = 0.5000 a0
Z=2: 1s-2p gap = 3.000 Ry
Z=2: alpha = 2.8125e-01 a0^3
Z=2: formula alpha = 2.8125e-01 a0^3
Z=3: rms z = 0.3333 a0
Z=3: 1s-2p gap = 6.750 Ry
Z=3: alpha = 5.5556e-02 a0^3
Z=3: formula alpha = 5.5556e-02 a0^3
Z=14: rms z = 0.0714 a0
Z=14: 1s-2p gap = 146.990 Ry
Z=14: alpha = 1.1716e-04 a0^3
Z=14: formula alpha = 1.1714e-04 a0^3
fitted exponent of Z: -3.9999 (dimensionless)
Estimates for Z=1
rigid-cloud spring constant: 2.664 Ry/a0^2
rigid-cloud alpha: 0.751 a0^3
variational lower bound: 4.000 a0^3
smallest-gap upper bound: 5.333 a0^3
Finite field
scaled force g: 0.020 Ry/a0
Z=1: energy shift / Z^2 = -4.511209e-04 Ry
Z=2: energy shift / Z^2 = -4.511209e-04 Ry
Z=3: energy shift / Z^2 = -4.511209e-04 Ry
nonlinear excess at g: 0.249 percent
nonlinear excess at g/2: 0.062 percent
Example: one-electron silicon ion, Z=14
alpha converted: 1.7358e-05 angstrom^3
force f: 0.004 Ry/a0
field converted: 10.28 MV/cm
displacement size, Z=1: 9.000e-03 a0
displacement size, Z=14: 2.343e-07 a0
scaled force, Z=14: 1.458e-06 Ry/a0
relativistic parameter, Z=14: 1.044 percent
nuclear mass number used: 28 (dimensionless)
nuclear-mass correction, Z=14: 0.0568 percent
every check passed
```
